# Second-layer nucleation on islands with a strong edge barrier, part 1

(Sections cited here and not found follow in the second part.)

## Residence time and the fifth-power law

An island one atomic layer high, of radius $R$, area $A$ and perimeter $P$, lies on a crystal terrace during deposition from the vapour. Atoms land at random on the terrace and on the island. An atom that has landed on top of the island is called an adatom. It hops between the sites of a triangular lattice with spacing $a$ and site area

$$\Omega=\frac{\sqrt3}{2}a^2 .$$

The flux $F$ is the number of atoms arriving per site and per second, quoted in monolayers per second. The flux per area is $F_A=F/\Omega$, and the number of arrivals per second on the island is

$$\Phi=F_AA=\frac{\pi R^2F}{\Omega}\qquad\text{for a disc.}$$

An adatom hops to each neighbouring site on the island at the rate $\nu$. To leave, it must cross the edge and step down. Every lattice bond that points from an island site to a position outside the island is an outward bond, and it is crossed at the lower rate

$$\nu'=\nu\,e^{-\Delta E/kT},$$

where $\Delta E$ is the extra energy barrier at the edge, $T$ the temperature and $k$ Boltzmann's constant. All outward bonds have the same barrier. Atoms that have stepped down do not return, and evaporation is neglected. Two adatoms that come to neighbouring sites form a dimer that never dissolves and never leaves the island; nucleation is irreversible in this sense. The nucleation rate $\omega$ is the probability per unit time that the first dimer forms on an island that does not yet carry one.

Two transport coefficients connect the lattice with a continuum description. The first is the diffusion constant $D$. Each of the six hops has squared length $a^2$ and rate $\nu$, and successive hops are uncorrelated, so the mean squared displacement after a time $t$ is $6\nu a^2t$. In two dimensions it equals $4Dt$. Hence

$$D=\frac32\nu a^2 .$$

The second is the edge transfer velocity $\kappa$, defined by the statement that the number of adatoms leaving per unit time and unit edge length is $\kappa n$, where $n$ is the adatom density at the edge. To find it, take a straight piece of edge of length $s$ with unit normal $\hat{\mathbf n}$. The lattice has three families of bonds, with unit vectors $\mathbf e_1,\mathbf e_2,\mathbf e_3$. A bond of family $m$ crosses the edge if its inner site lies in a parallelogram with sides $s$ and $a\mathbf e_m$, whose area is $sa|\mathbf e_m\cdot\hat{\mathbf n}|$. There is one site per area $\Omega$, so the number of cut bonds per unit edge length is

$$\frac{a}{\Omega}\sum_{m=1}^{3}|\mathbf e_m\cdot\hat{\mathbf n}| .$$

The inner site of each bond is occupied with probability $n\Omega$, and the adatom crosses at the rate $\nu'$. The product of the three factors is the outflow per length, and the site area cancels:

$$\kappa=\nu'a\sum_{m=1}^{3}|\mathbf e_m\cdot\hat{\mathbf n}| .$$

For an edge along a close-packed row the angles between normal and bonds are $30^\circ$, $30^\circ$ and $90^\circ$, which gives $\kappa=\sqrt3\,\nu'a$. Around a disc all directions of the normal occur equally. The average of $|\cos\theta|$ over a circle is $2/\pi$, so

$$\kappa=\frac6\pi\,\nu'a\simeq1.91\,\nu'a .$$

The ratio $\ell=D/\kappa$ is a length. A strong edge barrier means a large $\ell$, and the comparison of $\ell$ with $R$ will decide which process limits the escape.

The residence time $\tau$ is the mean time between landing and leaving, averaged over landing sites, for an adatom that meets no other. It can be read from the steady density that independent adatoms would have under constant flux. Each arrival contributes its own stay to the time integral of the number of adatoms present. Over a long time the mean number present is therefore the arrival rate times the mean stay:

$$\int n\,dA=\Phi\tau .$$

In the steady state, arrivals balance diffusion, $D\nabla^2n+F_A=0$. For a disc,

$$\frac1r\frac{d}{dr}\left(r\frac{dn}{dr}\right)=-\frac{F_A}{D}.$$

Multiplication by $r$ and one integration give $r\,dn/dr=-F_Ar^2/(2D)+C$. The constant $C$ vanishes, because otherwise the density would diverge logarithmically at the centre. Thus

$$\frac{dn}{dr}=-\frac{F_Ar}{2D},\qquad n(r)=n(R)+\frac{F_A}{4D}(R^2-r^2).$$

At the edge the outward diffusion current must equal the rate of transfer:

$$-D\left.\frac{dn}{dr}\right|_{R}=\frac{F_AR}{2}=\kappa\,n(R),\qquad n(R)=\frac{F_AR}{2\kappa}.$$

The total outflow is $2\pi R\cdot F_AR/2=\pi R^2F_A$, equal to the arrivals, as it must be. The mean of $r^2$ over a disc is $R^2/2$, so the mean of $R^2-r^2$ is also $R^2/2$. Division of the mean density by $F_A$ gives

$$\tau=\frac{R^2}{8D}+\frac{R}{2\kappa}=\frac{R}{2\kappa}\left(1+\frac{R}{4\ell}\right).$$

The first term is the time needed to find the edge. The second is the time lost in unsuccessful attempts to cross it. The residence time is linear in the radius when

$$R\ll4\ell,$$

and the relative error of the linear law is then $R/(4\ell)$, referred to the linear term. For $R\gg4\ell$ the time becomes quadratic. With $x=R/(4\ell)$, the local exponent between the two limits is

$$\frac{d\ln\tau}{d\ln R}=1+\frac{x}{1+x}=\frac{1+2x}{1+x}.$$

The linear law has a simple meaning. The density at the centre exceeds that at the edge by the relative amount $R/(2\ell)$, so for a strong barrier the adatom is spread evenly over the island. The probability per unit time of leaving is then the edge outflow $\kappa P$ divided by the area $A$:

$$\frac1\tau=\frac{\kappa P}{A}.$$

For a disc $A/P=R/2$. The linear growth thus comes from the ratio of area to perimeter. For islands of one fixed shape this ratio is proportional to the linear size. For a ramified island whose perimeter grows in proportion to its area, the residence time would not grow at all. Compactness is therefore a condition of the linear law.

This picture can be proved on the lattice for an island of any connected shape. Let it have $N$ sites, let site $i$ have $b_i$ outward bonds, and let $B=\sum_ib_i$. The probabilities $p_i$ of finding the adatom at site $i$ obey

$$\frac{dp_i}{dt}=-\sum_jW_{ij}p_j .$$

Here $W_{ij}=-\nu$ for neighbours, and $W_{ii}$ is the total rate of leaving site $i$, namely $\nu$ for each neighbour on the island plus $\nu'b_i$. The matrix is symmetric, and for any vector $\mathbf x$

$$\mathbf x^{T}W\mathbf x=\nu\sum_{\langle ij\rangle}(x_i-x_j)^2+\nu'\sum_ib_ix_i^2,$$

with the first sum over neighbouring pairs. This is positive unless $\mathbf x=0$: the first sum vanishes only for uniform vectors, and the second is positive for those. So $W$ has an inverse and a positive square root.

Integration of the rate equation over all times gives $W\int_0^\infty\mathbf p\,dt=\mathbf p(0)$. The mean stay is the sum of the components of this integral. Since $W$ is symmetric, the mean stays $t_i$ after a start at site $i$ form the vector $\mathbf t=W^{-1}\mathbf 1$, where $\mathbf 1$ has all components equal to one. Hence $N\tau=\mathbf 1^TW^{-1}\mathbf 1$. The Cauchy–Schwarz inequality for the vectors $W^{1/2}\mathbf 1$ and $W^{-1/2}\mathbf 1$, whose scalar product is $N$, reads

$$N^2\le(\mathbf 1^TW\mathbf 1)(\mathbf 1^TW^{-1}\mathbf 1)=\nu'B\,N\tau .$$

The first factor is $\nu'B$ because the terms with $x_i-x_j$ vanish for a uniform vector. The result is a lower bound,

$$\tau\ge\tau_0,\qquad\tau_0=\frac{N}{\nu'B}.$$

It is approached when $\nu'\to0$. To see this, write $\mathbf t=\tau_0\mathbf 1+\mathbf w$. Since $(W\mathbf 1)_i=\nu'b_i$, the equation $W\mathbf t=\mathbf 1$ becomes

$$(W\mathbf w)_i=g_i,\qquad g_i=1-\frac{N}{B}b_i .$$

The sum of all $g_i$ is $N-N=0$, and the sum of all $(W\mathbf w)_i$ is $\nu'\sum_ib_iw_i$. Therefore $\sum_ib_iw_i=0$. A non-zero uniform vector violates this condition, so under it the first sum in the quadratic form is at least $c\,|\mathbf w|^2$, with a positive $c$ that does not depend on $\nu'$. It follows that

$$\nu c\,|\mathbf w|^2\le\mathbf w^TW\mathbf w=\mathbf w^T\mathbf g\le|\mathbf w||\mathbf g|,\qquad|\mathbf w|\le\frac{|\mathbf g|}{\nu c}.$$

The correction stays finite while $\tau_0$ grows without limit, so $\tau/\tau_0\to1$. With $N=A/\Omega$ and $B=P\kappa/(\nu'\Omega)$, which follows from the number of cut bonds per length, $\tau_0$ becomes $A/(\kappa P)$, in agreement with the continuum argument.

Numerical solutions of $W\mathbf t=\mathbf 1$ show both limits. For a hexagon with $s$ lattice spacings along each side, $N=3(s+\tfrac12)^2+\tfrac14$ and $B=12(s+\tfrac12)$, so the natural measure of size is $s+\tfrac12$. With $\nu'/\nu=10^{-5}$ and $s=12,18,25$ the fitted exponent of $\tau$ is 0.999. For $s=10$ at the same ratio, $\tau/\tau_0$ is 1.00002. Without an extra barrier, $\nu'=\nu$, the exponent for $s=12,18,25$ is 1.892.

That the last value lies below 2 follows from the position of the edge. The area of the island extends half a row spacing, $\sqrt3a/4$, beyond the last row of sites. Let $J$ be the outflow per length through a close-packed edge. The density in the last row is $J/(\sqrt3\nu'a)$, and the density extrapolated to the edge is smaller by $J\sqrt3a/(4D)=J/(2\sqrt3\,\nu a)$. The effective transfer velocity is therefore given by

$$\frac1{\kappa_{\rm eff}}=\frac1{\sqrt3a}\left(\frac1{\nu'}-\frac1{2\nu}\right).$$

For $\nu'=\nu$ this gives $\ell=D/\kappa_{\rm eff}\simeq0.43a$. The hexagon with $s=18$ has the area of a disc with $R\simeq17a$, so $x\simeq9.7$, and the local exponent is 1.91, close to the fitted one. For a strong barrier the shift is the small fraction $\nu'/(2\nu)$ of the barrier term. For a disc with $R=30a$ and $\nu'/\nu=0.05$, where both terms of $\tau$ matter, the lattice value is 0.986 of the continuum formula. The shift, taken over from the close-packed edge, would lower the barrier term by 2.5 per cent and the total by about 1.7 per cent, which is of the size of the difference. A single lattice disc also has a ragged edge: its numbers of sites and of outward bonds deviate from the continuum values by up to about 1 per cent, and for radii between $28.5a$ and $31.5a$ the ratio scatters between 0.973 and 0.989.

The nucleation rate now follows from two arrivals. The arrivals are independent of one another and form a Poisson process with rate $\Phi$. The mean number of adatoms is $\Phi\tau$. When

$$\Phi\tau\ll1,$$

the island is usually empty, and to leading order $\Phi\tau$ is also the probability that one adatom is present. Further atoms arrive at the rate $\Phi$ whatever is on the island. If two adatoms present together always meet before either leaves, each arrival on an occupied island produces a dimer. The rate is

$$\omega=\Phi\cdot\Phi\tau=\Phi^2\tau .$$

For a disc with a strong barrier,

$$\omega=\left(\frac{\pi R^2F}{\Omega}\right)^2\frac{R}{2\kappa}=\frac{\pi^2F^2R^5}{2\kappa\Omega^2}.$$

Four of the five powers of $R$ come from the two arrivals, each proportional to the area. The fifth comes from the residence time. The diffusion constant has dropped out: at a given $\kappa$, how fast the adatoms move on the island does not matter as long as they meet.

The condition $\Phi\tau\ll1$ can be relaxed for an island of fixed size. With a strong barrier the adatom is evenly spread and leaves at the constant rate $1/\tau$. Let the meeting also take much less time than the mean interval $1/\Phi$ between arrivals, so that an arrival on an occupied island makes a dimer practically at once. Let $T_0$ be the mean time to the first dimer from an empty island, and $T_1$ that from an island with one adatom. The first arrival takes $1/\Phi$, so $T_0=1/\Phi+T_1$. With one adatom present, the next event is an arrival or a departure, and

$$T_1=\frac{1+T_0/\tau}{\Phi+1/\tau}.$$

Inserting $T_1=T_0-1/\Phi$ and multiplying by the denominator gives

$$\Phi T_0+\frac{T_0}{\tau}-1-\frac1{\Phi\tau}=1+\frac{T_0}{\tau},\qquad T_0=\frac{2}{\Phi}+\frac{1}{\Phi^2\tau}.$$

The inverse of this time is

$$\frac1{T_0}=\frac{\Phi^2\tau}{1+2\Phi\tau}.$$

For $\Phi\tau\gg1$ it tends to $\Phi/2$: two arrivals suffice, the residence time no longer matters, and the rate grows only as $R^2$. The fifth power thus belongs to islands that are usually empty.

For a strong edge barrier the residence time on a compact island grows linearly with the radius, and the nucleation rate grows as $R^5$ if the island is usually empty and two adatoms present together always meet. It remains to find when that meeting is assured, and to apply the rate to growing islands and a worked case.

Numbers in the example were calculated in double precision.
